# The Eyring–Kramers formula from well weight and capacity

**Q.** You claim that a mean escape time can be found without following trajectories over a barrier. What motion do you mean, and what do you assume?

**A.** Overdamped motion in $d$ dimensions with friction $\gamma$:

$$\gamma\,dX=-\nabla U\,dt+\sqrt{2\gamma kT}\,dW .$$

Set $\beta=1/kT$ and $D=kT/\gamma$. The average of a function $f$ changes at the rate $Lf=D\Delta f-\gamma^{-1}\nabla U\cdot\nabla f$. Since $D\beta=1/\gamma$, this is

$$Lf=D\,e^{\beta U}\nabla\cdot\left(e^{-\beta U}\nabla f\right).$$

The potential is smooth and has exactly three critical points, all nondegenerate: minima $a$ and $b$, and a saddle $s$ with one negative Hessian eigenvalue $-\lambda$ and positive ones $\lambda_i$. Far out, $U\to\infty$, $|\nabla U|\to\infty$ and $|\Delta U|\le K|\nabla U|^2$. $A$ and $B$ are small fixed balls about $a$ and $b$. I want the mean of $\tau_B$, the time of first arrival in $B$, as $kT\to0$.

**Q.** Which equation does that time obey?

**A.** Let $w(x)=E_x[\tau_B]$. After a short time $dt$ the remaining mean is $w+Lw\,dt$, so $w=dt+w+Lw\,dt$. Hence $Lw=-1$ outside $B$, with $w=0$ on $B$. Let $h(x)$ be the probability of reaching $A$ before $B$. It has no source: $Lh=0$ outside $A\cup B$, with $h=1$ on $A$ and $h=0$ on $B$.

Multiply $D\nabla\cdot(e^{-\beta U}\nabla w)=-e^{-\beta U}$ by $h$ and integrate by parts outside $B$. The boundary term vanishes because $h=0$ on $\partial B$:

$$D\int\nabla h\cdot\nabla w\,e^{-\beta U}dx=\int h\,e^{-\beta U}dx .$$

Now integrate the left side by parts the other way. Since $\nabla h=0$ in $A$, the region is the outside of $A\cup B$. There the volume term vanishes by $Lh=0$, and $w=0$ on $\partial B$. With $n$ pointing into $A$,

$$D\int\nabla h\cdot\nabla w\,e^{-\beta U}dx=\oint_{\partial A}w\,e_A\,dS,\qquad e_A=D\,e^{-\beta U}\partial_nh\ge0 .$$

The sign holds because $h$ rises to 1 at $A$. Replacing $w$ by $h$ gives the total charge, called the capacity:

$$C=\oint_{\partial A}e_A\,dS=D\int|\nabla h|^2e^{-\beta U}dx .$$

With the start drawn from $\nu=e_A/C$ on $\partial A$,

$$E_\nu[\tau_B]=\frac{1}{C}\int h\,e^{-\beta U}dx. \tag{1}$$

**Q.** You dropped the boundary terms at infinity. And does (1) mean anything physically?

**A.** For the first point, use $e^{\sigma\beta U}$ with $0<\sigma<\tfrac12$. Differentiating twice,

$$L\,e^{\sigma\beta U}=D\sigma\beta\,e^{\sigma\beta U}\left[\Delta U-(1-\sigma)\beta|\nabla U|^2\right]. \tag{2}$$

At low temperature this tends to $-\infty$ far out. Returns to a bounded region therefore have finite mean time, and from there $B$ is reached within unit time with a probability bounded below. So $w$ is bounded by a constant times $1+e^{\sigma\beta U}$, and $w^2e^{-\beta U}$ is integrable. Multiplying the equation for $w$ by $\chi^2w$, with $\chi$ a smooth cutoff at radius $R$, shows that $|\nabla w|^2e^{-\beta U}$ is integrable too; the same works for $h$. The terms containing $\nabla\chi$ then vanish as $R\to\infty$.

As for meaning, $h\,e^{-\beta U}$ is a steady density fed at $A$ and absorbed at $B$. Its current is $-D\,e^{-\beta U}\nabla h$ and its total flux is $C$. Equation (1) says that mean residence time equals content divided by throughput.

**Q.** But you do not know $h$, so you do not know $C$.

**A.** I can enclose $C$. Take any $g$ with $g=1$ on $A$ and $g=0$ on $B$, and write $g=h+\varphi$, so that $\varphi=0$ on both balls. The cross term $2D\int\nabla h\cdot\nabla\varphi\,e^{-\beta U}$ vanishes on integration by parts, because $Lh=0$. What remains is Dirichlet's principle:

$$C\le D\int|\nabla g|^2e^{-\beta U}dx. \tag{3}$$

For the other side, take a divergence-free field $j$ carrying unit flux from $A$ to $B$. Then $\int j\cdot\nabla h\,dx=\oint h\,j\cdot n\,dS=-1$: only $\partial A$ contributes, and there the flow runs against $n$. The Cauchy–Schwarz inequality gives

$$1\le\left(\frac1D\int|j|^2e^{\beta U}dx\right)\left(D\int|\nabla h|^2e^{-\beta U}dx\right),$$

which is Thomson's principle:

$$\frac1C\le\frac1D\int|j|^2e^{\beta U}dx. \tag{4}$$

Equality holds in (3) for $g=h$ and in (4) for $j=-D\,e^{-\beta U}\nabla h/C$. Good guesses for both can therefore pin $C$ down.

**Q.** Then show me a good $g$. It must fall from 1 to 0 somewhere.

**A.** It should fall at the saddle. Let $q$ be the coordinate from $s$ along the unstable direction, positive towards $a$, and $p_i$ the stable coordinates:

$$U=U_s-\tfrac12\lambda q^2+\tfrac12\sum_i\lambda_ip_i^2+O(|x-s|^3).$$

If $U$ depended on $q$ through $-\frac12\lambda q^2$ alone, $Lh=0$ would read $(e^{\beta\lambda q^2/2}h')'=0$. I therefore choose, for $|q|\le\delta$,

$$g'(q)=\frac{e^{-\beta\lambda q^2/2}}{Z},\qquad Z=\int_{-\delta}^{\delta}e^{-\beta\lambda q^2/2}dq\simeq\sqrt{\frac{2\pi}{\beta\lambda}},$$

with $g(-\delta)=0$ and $g(\delta)=1$. The box $|q|\le\delta$, $|p|\le r$ is fixed and small, with $\delta\ll r$, so that $U>U_s+c$ on its lateral sides for some $c>0$.

**Q.** And outside the box? There might be another low route from $a$ to $b$.

**A.** The lowest pass between the minima is at a critical point that is not a minimum, so it is $s$. Below $U_s$ there are thus two separate valleys. Their closures meet at $s$ alone, since near any other point of height $U_s$ the lower side is a single connected piece. With the box removed, the set $U\le U_s$ consists of two disjoint compact parts, and for small $c$ so does $U\le U_s+c$. Put $g=1$ on the part of $a$ and $g=0$ on the part of $b$.

Then multiply $g$ by a smooth cutoff $\theta(U)$, equal to 1 below $U_s+c/2$ and 0 above $U_s+c$. The extra gradients lie where $e^{-\beta U}\le e^{-\beta(U_s+c/2)}$, in a bounded region, and grow at most as a power of $\beta$. Their cost is exponentially small compared with $e^{-\beta U_s}$.

In the box the integrand $g'^2e^{-\beta U}$ has the exponent

$$-\beta U_s-\beta\left(\lambda q^2-\tfrac12\lambda q^2+\tfrac12\sum_i\lambda_ip_i^2\right)+\beta\,O(|x-s|^3).$$

The bracket is positive definite and dominates the cubic term in a small box. With lengths scaled by $\beta^{-1/2}$, the integral tends to a Gaussian one:

$$C\lesssim D\,e^{-\beta U_s}\,\frac{\beta\lambda}{2\pi}\sqrt{\frac{2\pi}{\beta\lambda}}\prod_i\sqrt{\frac{2\pi}{\beta\lambda_i}} .$$

Here $\lesssim$ means up to a factor $1+o(1)$. Since $D\beta=1/\gamma$ and $\lambda\prod_i\lambda_i=|\det H_s|$, the right side is

$$C_0=\frac{\lambda}{2\pi\gamma}\,\frac{(2\pi kT)^{d/2}}{\sqrt{|\det H_s|}}\,e^{-\beta U_s}. \tag{5}$$

**Q.** An upper bound proves little. A poor guess would also give a neat expression.

**A.** That is why the flow is needed. Near $s$ let it run straight along $-q$, with transverse density

$$f(p)=\frac{1}{Z_p}e^{-\beta\sum_i\lambda_ip_i^2/2},\qquad Z_p\simeq\prod_i\sqrt{\frac{2\pi}{\beta\lambda_i}},$$

normalized on $|p|\le r'$. It has no divergence, because $f$ does not depend on $q$. The cut at $|p|=r'$ is harmless, because the flow is tangent to that side. The cost in $|q|\le\delta'$ contains $f^2e^{\beta U}$, with exponent

$$\beta U_s-\beta\left(\sum_i\lambda_ip_i^2-\tfrac12\sum_i\lambda_ip_i^2+\tfrac12\lambda q^2\right)+\beta\,O(|x-s|^3).$$

This is again a negative definite form, and the same limit gives

$$\frac1D\int_{\rm box}|j|^2e^{\beta U}dx\simeq\frac{e^{\beta U_s}}{D}\,\frac{1}{Z_p^2}\,Z_p\sqrt{\frac{2\pi}{\beta\lambda}}=\frac{e^{\beta U_s}}{D\,Z_p}\sqrt{\frac{2\pi}{\beta\lambda}} .$$

Its reciprocal is $D\,e^{-\beta U_s}Z_p\sqrt{\beta\lambda/2\pi}$. In the upper bound, $\frac{\beta\lambda}{2\pi}\sqrt{\frac{2\pi}{\beta\lambda}}=\sqrt{\frac{\beta\lambda}{2\pi}}$, so the two expressions agree: the reciprocal is $C_0$.

**Q.** The flow stops at the ends of your box. Thomson's principle needs it to begin in $A$ and end in $B$.

**A.** Continue it along paths of steepest descent. Take $r'\ll\delta'$, so that the end faces lie below $U_s$ and $-\nabla U$ points out through them. Each face lies in a valley whose one critical point is its minimum. All descending paths from it therefore reach the ball, within a bounded time by compactness.

On the $b$ side set $j=\rho v$ with $v=-\nabla U$; on the $a$ side reverse the sign. Zero divergence requires, along a path,

$$\frac{d\rho}{dt}=-\rho\,\nabla\cdot v=\rho\,\Delta U .$$

The initial value $\rho=f/v_n$ makes the normal flux continuous at the face. In a bounded time $\rho$ grows at most by a constant factor. Since $U$ falls along each path, the cost is at most a power of $\beta$ times the largest value of $f^2Z_p^2e^{\beta U}$ on the face. There the exponent is at most

$$\beta U_s-\tfrac12\beta\lambda\delta'^2+\beta\,O(\delta'^3)\le\beta U_s-\tfrac14\beta\lambda\delta'^2 ,$$

which is exponentially below the saddle part. Should paths pass again through the face or the box, they do so a bounded number of times. The triangle inequality for the norm in (4) then keeps the correction exponentially small. So $C\gtrsim C_0$, and with the upper bound $C\simeq C_0$.

**Q.** Now the numerator of (1). If $b$ is deeper than $a$, $e^{-\beta U}$ is largest in the wrong well.

**A.** There $h$ is small enough to compensate. In the target valley take the region $U<U_s-\eta$ outside $B$. It contains no critical point, so $|\nabla U|$ is bounded below, and for any fixed $\sigma<1$ the bracket in (2) is negative at low temperature. Compare $h$ with $\Phi=e^{\sigma\beta(U-U_s+\eta)}$. On the outer boundary $\Phi=1\ge h$, and on $\partial B$ we have $h=0<\Phi$. Inside, $L(h-\Phi)=-L\Phi>0$, whereas at an interior maximum $L(h-\Phi)\le0$. Hence $h\le\Phi$, and

$$h\,e^{-\beta U}\le e^{-\beta[(1-\sigma)U+\sigma(U_s-\eta)]}\le e^{-\beta[(1-\sigma)U_b+\sigma(U_s-\eta)]}.$$

Because $U_s>U_a$, choosing $\sigma$ near 1 and $\eta$ small puts the last bracket above $U_a$, however deep $b$ is. The region $U\ge U_s-\eta$ is negligible for the same reason. In the starting valley $h=1$ on $A$, while outside $A$ the energy exceeds $U_a$ by a fixed amount. The Gaussian integral about $a$ remains:

$$\int h\,e^{-\beta U}dx\simeq\frac{(2\pi kT)^{d/2}}{\sqrt{\det H_a}}\,e^{-\beta U_a}. \tag{6}$$

**Q.** So what is the time?

**A.** Divide (6) by (5). The factors $(2\pi kT)^{d/2}$ cancel:

$$E_\nu[\tau_B]=\frac{2\pi\gamma}{\lambda}\sqrt{\frac{|\det H_s|}{\det H_a}}\;e^{(U_s-U_a)/kT}\,[1+o(1)]. \tag{7}$$

This is the Eyring–Kramers formula. For smooth $U$ the error is $O(kT)$: in each Laplace integral the correction of order $\sqrt{kT}$ is odd and integrates to zero over a symmetric box.

**Q.** Does it reduce to something I can check by hand?

**A.** In one dimension $\lambda=|U''(s)|$, and the prefactor becomes $2\pi\gamma/\sqrt{U''(a)|U''(s)|}$, Kramers' overdamped result. In more dimensions, keep the starting well, the barrier and $\lambda$ fixed and soften the transverse directions at the saddle alone. Its determinant becomes smaller, so escape is faster: the gate is wider. If $\det H_a$ falls by the same factor, (7) does not change.

A second case is several saddles of equal height, each joining the two valleys directly, with no further minima. A test function falling at every saddle gives $C\lesssim\sum_kC_k$, where $C_k$ is (5) at saddle $k$. A flow sending a fraction $\alpha_k$ through saddle $k$ costs $\sum_k\alpha_k^2/C_k$. With $\alpha_k=C_k/\sum_lC_l$ this equals $1/\sum_lC_l$. The capacities add like parallel conductances, and so do the escape rates $1/E_\nu[\tau_B]$.

**Q.** When should I distrust (7)?

**A.** When the barrier is only a few $kT$, or when a Hessian eigenvalue $\mu$, at the saddle or at the starting minimum, is so small that the thermal width $\sqrt{kT/|\mu|}$ reaches beyond the quadratic region. Further minima can trap the particle and need their own weights. If inertia matters, the equation of motion itself is wrong.

**Q.** Then put numbers in, with a potential that does not flatter the approximation.

**A.** Take a model Brownian particle in two dimensions, with $x,y$ in units of 100 nm and $E_0=6\times10^{-20}$ J:

$$U/E_0=(x^2-1)^2+0.2x+(2+x^2)(y-x/2)^2 .$$

Here $\partial_yU=0$ forces $y=x/2$, and then $4x(x^2-1)+0.2=0$. The three roots are $x=0.974$ (start $a$), $0.050$ (saddle) and $-1.024$ (target $b$). On that line, with $\kappa=2(2+x^2)$, the second derivatives are $12x^2-4+\kappa/4$, $-\kappa/2$ and $\kappa$, so the determinant is $\kappa(12x^2-4)$. It equals $43.55$ at $a$ and $-15.90$ at $s$, and

$$\sqrt{15.90/43.55}=0.604 .$$

The unstable eigenvalue at $s$ is $-3.503\,E_0/(100\ \text{nm})^2$, so $\lambda=2.102\times10^{-5}$ N/m. For $\gamma=10^{-8}$ kg/s and $T=300$ K the barrier is $4.845\times10^{-20}$ J, or $11.70\,kT$:

$$\frac{2\pi\times10^{-8}}{2.1016\times10^{-5}}\times0.60425\ \text{s}=1.807\times10^{-3}\ \text{s},\qquad \tau\approx1.807\times10^{-3}\,e^{11.698}\ \text{s}\approx217\ \text{s},$$

about 3.6 minutes.

**Q.** And what does the actual equation for $w$ give?

**A.** Solved on a grid, with balls $A$ and $B$ of radius 25 nm, it gives 228 s, so the true mean is 5.0% above the formula. The two factors of (1) show why. The weight is 2.3% above (6), the capacity 2.6% below (5), and $1.02285/0.97370=1.050$. Taken from the grid weight and capacity through (1), the excess is 11.7% at twice this temperature and 2.4% at half of it. Divided by $kT/E_0$, the three excesses are 0.85, 0.73 and 0.69, levelling off as an error proportional to $kT$ should. At twice the temperature the ball radius already matters: the excess is 11.9% for 12 nm and 11.3% for 40 nm.

**Q.** Do the two bounds really enclose the capacity?

**A.** Yes, within the grid accuracy allowed in the test. The bounds depend on the sizes chosen for the trial fields. Here $g$ falls over $\delta=60$ nm across the whole strip, with no cutoff, and the flow box has $\delta'=45$ nm and $r'=40$ nm. At 300 K, $\delta=30$ nm would give the looser upper bound 1.019, and a flow box of 35 nm by 30 nm the looser lower bound 0.953. With the sizes stated first, in units of $C_0$, at 300 K, Thomson's bound is 0.970, the capacity 0.974 and Dirichlet's bound 0.979. At half the temperature they are 0.9870, 0.9874 and 0.9890. At twice the temperature they spread to 0.888, 0.943 and 0.965, and the descending paths then carry 8% of the Thomson cost. That share falls to 0.5% at 300 K and to 0.004% at half the temperature, as expected of an exponentially small term.

**Q.** My worry about the deeper well?

**A.** Here $b$ lies $5.8\,kT$ below $a$. Without $h$, the target valley would hold about 297 times the whole integral in (1). With $h$, its share is $5\times10^{-6}$ (between $6\times10^{-6}$ and $4\times10^{-6}$ for ball radii from 12 to 40 nm). The inequality $h\le\Phi$ was also tested, at half the temperature with $\sigma=0.3$ and $\eta=0.2E_0$, and it holds at every grid point of the region. With this small $\sigma$ the bracket $(1-\sigma)U_b+\sigma(U_s-\eta)$ is about $0.10\,E_0$, below $U_a=0.197\,E_0$, so the test checks the comparison argument only; the suppression itself is shown here by the share just quoted.

**Q.** One last doubt. Your theorem starts from $\nu$, but I would release the particle at $a$.

**A.** Formula (7) is proved here for $\nu$. In this example a start at $a$ changes the mean by a relative amount of only about $10^{-5}$ for balls of radius 25 nm ($2\times10^{-6}$ for 12 nm, $8\times10^{-5}$ for 40 nm). A plausible reason, not proved here, is that the particle forgets its starting point in the well long before it escapes.

The equation for $w$ was also checked against simulated trajectories released at $a$, at a higher temperature, $kT=0.35E_0$, where escape is quick. In units of $\gamma(100\ \text{nm})^2/E_0$, 3000 trajectories gave a mean of $14.5\pm0.3$, and the grid gave 14.6. The remaining values are in the numerical output below.

## Numbers as computed

```
temperature 300 K, friction 1.0e-08 kg/s
length scale 100 nm, energy scale 6.0e-20 J, tilt 0.2
kT = 4.1419e-21 J, eps = kT/E0 = 0.06903
time unit gamma ELL^2/E0 = 1.6667e-03 s, disc radius 25 nm
start a: x = 97.399 nm, y = 48.700 nm, U/E0 = 0.19743
saddle s: x = 5.013 nm, y = 2.506 nm, U/E0 = 1.00501
target b: x = -102.412 nm, y = -51.206 nm, U/E0 = -0.20244
Hessian at a (E0/ELL^2): xx 8.8583, xy -2.9487, yy 5.8973, det 43.5458
Hessian at s (E0/ELL^2): xx -2.9686, xy -2.0025, yy 4.0050, det -15.8993
saddle eigenvalues (E0/ELL^2): -3.5027, 4.5391
unstable direction: (0.9662, 0.2577)
lam = 2.1016e-05 N/m, sqrt(det ratio) = 0.60425
barrier = 4.8454e-20 J = 11.6984 kT
target well below start well by 5.7926 kT
Eyring-Kramers prefactor = 1.8065e-03 s
Eyring-Kramers mean time = 217.47 s = 3.625 min
grid mean time, equilibrium-measure start = 228.45 s
grid weight over capacity = 228.45 s
start at minimum / equilibrium-measure start - 1 = 1.16e-05
ratios to leading formulas: Thomson, capacity, Dirichlet, weight, time
eps 0.13806: 0.88762, 0.94318, 0.96519, 1.05370, 1.11718
eps 0.06903: 0.96966, 0.97370, 0.97897, 1.02285, 1.05048
eps 0.03452: 0.98695, 0.98737, 0.98897, 1.01078, 1.02371
share of Thomson cost on descending paths: 8.23e-02, 5.29e-03, 3.94e-05
target valley weight without h / total h-weight = 296.96
target valley weight with h / total h-weight = 5.21e-06
comparison test: sigma = 0.3, eta/E0 = 0.2, eps = 0.03452
smallest margin = 0.1822, largest h/bound = 3.47e-04
simulation eps = 0.35, step 0.002 time units, 3000 walkers
simulated mean = 14.534 +- 0.252 time units
grid mean at same eps = 14.600 time units
```
